Classical thickness of the charge layer in an organic transistor

**One carrier pressed against a wall**

Take a single carrier in the half-space x > 0, bounded at x = 0 by an insulator it cannot enter. A constant force of size F pulls it towards the wall. Its energy is Fx, so at temperature T the probability of finding it at depth x is proportional to exp(−Fx/kT). Thermal motion lifts it to a typical depth

b = kT/F.

The probability of lying beyond x is exp(−x/b). Half the probability therefore lies within b ln 2.

In a transistor the force comes from charge on the gate. Let the semiconductor hold N carriers per unit area, and let the gate hold the opposite charge. I use atomic units, in which the carrier charge, the electron mass and ħ are 1 and the Coulomb energy of two unit charges is 1/(εr) in a medium of relative permittivity ε. Temperature enters as the energy kT. The carriers are taken as positive; for electrons all charges and fields change sign, and the forces stay the same.

In a uniform medium, a plane of charge N per unit area makes a field 2πN/ε on each side. The gate thus pulls each carrier with force 2πN/ε. The carriers form a second plane with a field of the same size. Between the planes the two fields add to 4πN/ε; beyond the carriers they cancel. A carrier inside the thin layer feels something between 4πN/ε and zero, and the average is again 2πN/ε. Putting this force into b gives the estimate

L = εkT/(2πN).

In SI units this is L = 2ε₀εkT/(e²N).

**The number**

Let N = 10¹² cm⁻², which is 0.01 nm⁻², with ε = 3 and T = 300 K, so that kT = 0.02585 eV. It helps to define the distance at which two carriers have Coulomb energy kT,

ℓ = 1/(εkT).

With the Coulomb constant e²/(4πε₀) = 1.44 eV nm,

ℓ = 1.44/(3 × 0.02585) = 18.57 nm.

Since L = 1/(2πNℓ),

L = 1/(2π × 0.01 × 18.57) = 0.857 nm, or 8.57 angstrom.

The argument so far fixes the scale but not the fraction of charge inside it. A constant force puts half the charge within L ln 2 = 0.594 nm. But if the carriers screen the gate from one another, the force weakens with depth and the layer has a longer tail. That calls for a self-consistent calculation.

**The mean-field problem**

Now replace the carriers by a smooth density n(x) that makes the field in which each carrier moves. The assumptions are these: the semiconductor has no doping and no traps, its carriers are of one sign, no current flows along x, the states are far from full, and the field vanishes deep inside. The semiconductor is for now infinitely thick.

Let Q(x) be the number of carriers per unit area beyond depth x. Moving x inwards by dx leaves n dx carriers behind, so

Q′ = −n, Q(0) = N, Q(∞) = 0.

Gauss's law for the field E along x is E′ = 4πn/ε. Since n = −Q′ and E vanishes where Q does, integration gives

E = −4πQ/ε.

The field points towards the interface. The carrier energy w obeys w′ = −E, hence

w′ = 4πQ/ε.

In equilibrium n is proportional to exp(−w/kT). Taking the logarithmic derivative,

n′/n = −w′/kT = −4πQ/(εkT).

Multiply by n and replace n on the right by −Q′:

n′ = 4πQQ′/(εkT) = [2πQ²/(εkT)]′.

The quantity n − 2πQ²/(εkT) is therefore independent of x. Both terms vanish at infinity, so it is zero everywhere:

n = 2πQ²/(εkT) = Q²/(NL).

The last form uses the definition of L. Multiplied by kT, the equation has a mechanical meaning. On the left stands the pressure nkT of a dilute gas. On the right stands 2πQ²/ε, which equals εE²/(8π), the stress of the electric field. At every depth the gas pressure balances the pull on all the carriers beyond.

**The profile and its half-charge depth**

Insert n into Q′ = −n and divide by −Q²:

−Q′/Q² = 1/(NL).

The left side is the derivative of 1/Q. With Q(0) = N,

1/Q = 1/N + x/(NL) = (x + L)/(NL),

and therefore

Q = NL/(x + L), n = NL/(x + L)².

The charge between the interface and x is

N − Q = Nx/(x + L).

It equals N/2 at x = L. In mean-field theory, then, the length L from the quick estimate is the half-charge depth itself, 0.857 nm for the example.

To collect a fraction f of the charge one needs x/(x + L) = f, or x = Lf/(1 − f). For f = 0.9 this is 9L = 7.7 nm. The constant-force profile would reach 90% at L ln 10 = 2.0 nm. The two profiles share a scale but have very different tails.

The tail also explains why the half-charge depth is a better measure here than the mean depth. Integration by parts turns the mean depth into (1/N)∫Q dx, less a boundary term xQ/N that tends to L. With Q falling as 1/x, this integral grows as the logarithm of the upper limit and has no finite value in an infinitely thick semiconductor.

Far from the interface, x ≫ L, the density becomes NL/x² = εkT/(2πx²). It no longer depends on N: within this model, extra gate charge is matched by carriers near the interface.

**Why the quick estimate found the right scale**

The average force in the mean-field layer follows from the profile equations without solving them:

(1/N)∫n(4πQ/ε)dx = [4π/(εN)]∫Q dQ = 2πN/ε,

where n dx = −dQ and the last integral runs from 0 to N. This is the force used in the quick estimate.

The density at the interface also agrees. The wall must supply a pressure kT n(0) to balance the total pull per unit area, N × 2πN/ε. Forces between carriers cancel in that total, so for a hard wall and a uniform permittivity the balance does not rest on the mean-field approximation. It gives

n(0) = 2πN²/(εkT) = N/L.

Both profiles obey this, and its value here is 1.17 × 10¹⁹ cm⁻³. They differ in how the force is shared: in mean field it falls from 4πN/ε at the interface to zero, while the single-carrier picture keeps it constant.

At fixed N and ε, L is proportional to T: it is 0.71 nm at 250 K and 1.00 nm at 350 K. At fixed T and ε it is inversely proportional to N. At 10¹³ cm⁻² the formula would give 0.086 nm, less than the size of an atom, and no longer describes a physical thickness.

**A film of finite thickness**

Let the semiconductor end at x = d, with zero field at its back. Then Q(d) = 0, but the density there has a finite value m. The conserved quantity found above now equals m, so

n = m + Q²/(NL).

Measure distance from the back, y = d − x. Then dQ/dy = n. Define k by k² = m/(NL) and try Q = kNL tan(ky). The left side of dQ/dy = n becomes

k²NL/cos²(ky) = m/cos²(ky).

The right side becomes m + k²NL tan²(ky) = m[1 + tan²(ky)], which is the same. The trial form also vanishes at y = 0, as required. The condition Q = N at y = d gives, with θ = kd,

θ tan θ = d/L, 0 < θ < π/2.

Half the charge lies behind the point where tan(ky) = ½ tan θ. Its depth from the interface is

x½ = d − (d/θ) arctan(½ tan θ).

For d ≫ L, t = tan θ is large. Then θ = arctan t ≈ π/2 − 1/t and arctan(t/2) ≈ π/2 − 2/t. Their difference is 1/t, so x½ ≈ d/(θt) = L. For d ≪ L, θ is small, both tangents may be replaced by their arguments, and x½ tends to d/2: the charge fills the film evenly.

For a 30 nm film, solving the equation for θ numerically gives x½ = 0.853 nm, within half a percent of L. A 3 nm film gives 0.67 nm. The reduction has a simple cause. At a given Q the density in the film exceeds Q²/(NL) by m, so Q falls from N to N/2 over a shorter distance.

**Are the carriers a smooth cloud?**

The derivation treated the carriers as a continuous charge, but their mean lateral spacing is N^(−1/2) = 10 nm, nearly twelve times L. A carrier that rises by a fraction of a nanometre does not pass through a smooth sheet of its neighbours. They are far away to the side and push it mostly sideways.

The size of their normal push can be estimated. Suppose a carrier sits at height z above its neighbours, which are spread evenly outside a circle of radius s. A neighbour at lateral distance r ≫ z pushes it upwards with force z/(εr³). The sum is

∫N(z/εr³)2πr dr = 2πNz/(εs),

with r running from s to infinity. Compared with the gate's pull 2πN/ε, this is the fraction z/s. The circle should leave out just one carrier, the one considered, so πs²N = 1 and s = 5.6 nm. For z = L this rough estimate gives a fraction of about 0.15. In mean field, a carrier above the whole sheet would feel a push equal to the gate's pull, and the two would cancel.

The parameter that separates the regimes is

Ξ = ℓ/L = 2πNℓ².

The lateral spacing divided by L is √(2πΞ). When Ξ ≪ 1 many carriers share an area L², and the smooth cloud is justified. When Ξ ≫ 1 the carriers in the layer are well separated, the force on each is nearly the gate's own, and the half-charge depth tends to L ln 2. The opening special case is thus the strong-coupling limit.

The example has Ξ = 18.57/0.857 = 21.7, which is far from the mean-field regime. At the same ε and T, Ξ = 1 would need N of about 4.6 × 10¹⁰ cm⁻², where L would equal ℓ, 18.6 nm.

A Monte Carlo calculation with point carriers shows where the example falls. It used 100 independent copies of a cell with 36 carriers, repeated periodically along the interface, with the charge outside each cell smeared out. The permittivity was uniform, and the gate charge was a smooth plane. The half-charge depth came out at 0.655 nm, with a statistical error of 0.002 nm; the effect of the cell size was not measured. This is 0.765L, which is 24% below the mean-field value and 10% above the strong-coupling limit. At Ξ = 0.1 the same method gave 0.98L, close to mean field.

The figure of 0.857 nm is therefore the classical mean-field answer. Classical point charges with the same N, ε and T form a layer about a quarter thinner.

**Molecular layers**

A length below one nanometre must also be compared with the molecules. Take a crystal film in which they form layers parallel to the interface, a = 1.5 nm apart, a rough typical value. Place the charge on sheets, N₁ on the first, N₂ on the second, and so on. Between sheets j and j + 1 the energy gradient is 4πQⱼ/ε, where Qⱼ is the charge beyond sheet j. The Boltzmann ratio is then

Nⱼ₊₁ = Nⱼ exp[−4πaQⱼ/(εkT)].

Solved numerically for the 20 sheets of a 30 nm film, this puts 61% of the charge on the first layer and 16% on the second. Each sheet is treated as a smooth plane of charge, so these shares are again mean-field values. The continuum formula for an infinitely thick semiconductor gives 1.5/(1.5 + 0.857) = 64% within the first 1.5 nm. The two agree on the useful conclusion: more than half the charge is in the first molecular layer. How it is distributed inside that layer is set by the molecular orbitals, about which L says nothing.

**Filled sites and disorder**

The Boltzmann factor assumes that carriers seldom compete for the same state. For a rough density of 3 × 10²¹ molecular sites per cm³, the occupation at the interface is 0.4%, so this seems safe. Energetic disorder makes it less so, because carriers crowd into the low-energy sites.

The pressure argument extends to this case. Let μ be the local chemical potential measured from the local site energy. In equilibrium μ′ = −4πQ/ε. Define the pressure by dp = n dμ. Then

p′ = −4πQn/ε = (2πQ²/ε)′, so p = 2πQ²/ε.

The half-charge depth follows from dx = −dQ/n, integrated from Q = N to N/2. If each site holds at most one carrier with occupation f, then dn/dμ is the sum of f(1 − f)/kT over the sites in unit volume. This is at most n/kT. Hence dp = n dμ ≥ kT dn, and p ≥ nkT. At a given Q, and so a given p, the density cannot exceed its Boltzmann value. In mean field, site filling and disorder can thicken the layer but not thin it.

Numerical integration gives 0.858 nm for sites of equal energy, a negligible change. A Gaussian spread of site energies with standard deviation 0.08 eV gives 0.98 nm, an increase of about 14.5% over L. That width is also a rough typical value, and the result assumes that the carriers reach equilibrium among the sites.

**Quantum motion across the layers**

Classical statistics also require that motion along x have no large level spacing. Suppose a carrier could move coherently along x with the free-electron mass. Give it the average force 2πN/ε, which is 0.030 eV/nm, and a hard wall at x = 0. Diagonalizing this Hamiltonian on a grid gives a gap of 0.057 eV between the lowest two levels. That is 2.2kT, and the lowest state alone has a half-charge depth of 1.6 nm. For such a carrier the classical estimate would fail: under the same constant force it gives L ln 2 = 0.594 nm, less than half as much.

A layered molecular crystal can be in a different regime, because the transfer energy between layers may be small. In the sheet model the energy rises from the first layer to the second by kT ln(N₁/N₂) = 0.035 eV. With a rough transfer energy of 0.005 eV, a two-layer Hamiltonian leaks 1.9% of the lowest state into the second layer. The carrier is then localized on a layer, and the thermal distribution over layers is a sensible description. The condition for this localization is that the transfer energy be small compared with the step. Deeper in the film the steps shrink with Qⱼ and the condition eventually fails. From the fifth layer on, the step is less than twice the transfer energy; about an eighth of the charge lies there.

**The insulator**

An insulator of different permittivity adds an image force. Let its permittivity be εᵢ. Seen from the semiconductor, its response to a unit charge at depth x is that of an image charge q at −x. Seen from inside the insulator, the source is a charge g at x. Continuity of the potential and of the normal displacement at the interface require

(1 + q)/ε = g/εᵢ, 1 − q = g.

Eliminating g gives εᵢ(1 + q) = ε(1 − q), so q = (ε − εᵢ)/(ε + εᵢ). The image is 2x away, and because it is induced by the carrier itself the energy carries a factor ½:

U = q/(4εx).

For silicon dioxide, with εᵢ roughly 3.9, this is −0.018 eV at x = L, or 0.7kT. The sign means attraction to the interface. This is not a small correction, and it was left out of the profiles above. The formula diverges at x = 0, where the finite size of the molecule must cut it off.

The insulator itself is under little strain. The field in the semiconductor at the interface is 4πN/ε, which is 0.60 MV/cm here. Continuity of displacement makes the oxide field 0.603 × 3/3.9 = 0.464 MV/cm. Across a 100 nm oxide this is 4.6 V. The oxide field is about 5% of a rough breakdown field of 10 MV/cm. For a rough barrier of 3 eV and a tunnelling mass of half the electron mass, the semiclassical tunnelling factor is about exp(−540), so leakage by this path is negligible.

**What the estimate says about a device**

The parameters describe, in round numbers, a small-molecule organic thin-film transistor on silicon dioxide. Such a device breaks several assumptions of the estimate. The medium is not smooth, since the molecular layer is thicker than L. Nor are the carriers a smooth cloud: treating them as point charges moves the classical half-charge depth from 0.86 to about 0.66 nm. Disorder moves the mean-field value the other way, to 0.98 nm. These shifts were found one at a time and should not be added, since correlation, disorder and image forces act on the same carriers. Traps and interface roughness were not included.

For a layered crystal with weak transfer between layers, the estimate supports a modest statement: at 10¹² cm⁻² and room temperature, most of the gate-induced charge sits in the molecular layer next to the insulator. At small drain voltage the sheet density stays close to this value along the whole channel. That layer then carries most of the current along the film, provided its carriers are no less mobile than those deeper in. At larger drain voltage the sheet density falls towards the drain, and the charge there spreads over more layers. If the contacts lie on top of the film, the current must also cross the layers behind, and the film thickness can matter too.
